# Why EXAFS transform peaks do not lie at bond lengths: a program that tests the result

```python
# RESULT UNDER TEST: the EXAFS signal of one neighbour at distance R is
#   chi(k) = A(k) sin(2 k R + phi(k)),
# and the magnitude of its Fourier transform (kernel exp(-2 i k r)) peaks at
#   r = R + (weighted least-squares slope of phi)/2,
# which is less than R for the atom pairs computed here.
# Symbols: k wave number from the muffin-tin zero, delta_l phase shifts,
#   t_l = exp(i delta_l) sin(delta_l), h_l = j_l + i y_l (spherical Hankel),
#   f(pi) backscattering amplitude, V muffin-tin potential.
# Atoms: spherical, nonrelativistic, exchange-only LDA. Internal units: atomic.
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.integrate import cumulative_trapezoid, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn, eval_legendre
from pyscf import gto, dft

ANG = physical_constants["Bohr radius"][0] * 1e10   # angstrom per bohr
EV = physical_constants["Hartree energy in eV"][0]  # eV per hartree

# ---------- self-consistent spherical atoms in a radial Gaussian basis -------
xg = np.linspace(np.log(1e-6), np.log(40.0), 1500)
rg = np.exp(xg)
dx = xg[1] - xg[0]
wg = rg * dx
exponents = 0.02 * 2.2 ** np.arange(24)


def radial_basis(l):
    a = exponents[:, None]
    u = rg ** (l + 1) * np.exp(-a * rg ** 2)
    u /= np.sqrt((u ** 2 @ wg))[:, None]
    du = ((l + 1) / rg - 2 * a * rg) * u
    overlap = (u * wg) @ u.T
    kinetic = 0.5 * ((du * wg) @ du.T + l * (l + 1) * (u * wg / rg ** 2) @ u.T)
    return u, overlap, kinetic


BASIS = [radial_basis(l) for l in range(3)]


def solve_atom(Z, occupations):
    """Return r*V as a spline in ln r, and the orbital energies for each l."""
    V = -(1 + (Z - 1) * np.exp(-Z ** (1 / 3) * rg)) / rg
    for _ in range(500):
        q = np.zeros_like(rg)
        energies = []
        for l, occ in enumerate(occupations):
            u, S, T = BASIS[l]
            e, c = eigh(T + (u * (V * wg)) @ u.T, S)
            orbitals = c[:, :len(occ)].T @ u
            q += np.array(occ, float) @ orbitals ** 2
            energies.append(e[:len(occ)])
        inner = cumulative_trapezoid(q * rg, dx=dx, initial=0)
        outer = cumulative_trapezoid(q, dx=dx, initial=0)
        density = q / (4 * np.pi * rg ** 2)
        Vnew = (-Z / rg + inner / rg + outer[-1] - outer
                - (3 * density / np.pi) ** (1 / 3))
        change = np.max(np.abs(rg * (Vnew - V)))
        if change < 1e-6:
            break
        V = V + 0.25 * (Vnew - V)
    assert change < 1e-6, "atom not self-consistent"
    return CubicSpline(xg, rg * V), energies


# independent check of the atomic solver: Zn in a separate program package
_, e_zn = solve_atom(30, [[2, 2, 2, 2], [6, 6], [10]])
mol = gto.M(atom="Zn 0 0 0", basis="unc-def2-tzvp", verbose=0)
mf = dft.RKS(mol)
mf.xc = "slater,"
mf.kernel()
assert mf.converged
ref = np.sort(mf.mo_energy[mf.mo_occ > 0])
assert abs(ref[-1] - e_zn[0][3]) < 0.01      # 4s
assert abs(ref[-2] - e_zn[2][0]) < 0.01      # 3d

ATOMS = {"O": solve_atom(8, [[2, 2], [4]])[0],
         "Si": solve_atom(14, [[2, 2, 2], [6, 2]])[0],
         "Cu": solve_atom(29, [[2, 2, 2, 1], [6, 6], [10]])[0],
         "Ge": solve_atom(32, [[2, 2, 2, 2], [6, 6, 2], [10]])[0]}


def atomic_V(name, r):
    return ATOMS[name](np.log(r)) / r


# ---------- phase shifts by Numerov integration on a logarithmic grid --------
LMAX = 28
ls = np.arange(LMAX + 1)[:, None]
kA = np.linspace(3.0, 15.0, 241)             # 1/angstrom
k = kA * ANG                                 # 1/bohr


def phase_shifts(name, V0, Rm):
    n, extra = 1600, 20
    h = (np.log(Rm) - np.log(1e-5)) / n
    r = np.exp(np.log(Rm) + h * np.arange(-n, extra + 1))
    V = np.where(r < Rm * (1 - 1e-9), atomic_V(name, r) - V0, 0.0)

    def coefficient(i):
        return h * h / 12 * ((ls + 0.5) ** 2
                             + r[i] ** 2 * (2 * V[i] - k[None, :] ** 2))
    y0 = np.ones((LMAX + 1, k.size))
    y1 = np.exp((ls + 0.5) * h) * y0
    c0, c1 = coefficient(0), coefficient(1)
    at_sphere = None
    for i in range(1, n + extra):
        c2 = coefficient(i + 1)
        y2 = ((2 + 10 * c1) * y1 - (1 - c0) * y0) / (1 - c2)
        y0, y1, c0, c1 = y1, y2, c1, c2
        if i + 1 == n:
            at_sphere = y2.copy()
    ra, rb = r[n], r[-1]
    ratio = (at_sphere / np.sqrt(ra)) / (y1 / np.sqrt(rb))
    top = ratio * spherical_jn(ls, k * rb) - spherical_jn(ls, k * ra)
    bottom = ratio * spherical_yn(ls, k * rb) - spherical_yn(ls, k * ra)
    return np.arctan(top / bottom)


def semiclassical_delta(name, V0, Rm, L, kv):
    """Phase integral with angular momentum L minus the free phase integral."""
    x = np.linspace(np.log(1e-3), np.log(Rm), 8000)
    r = np.exp(x)
    V = atomic_V(name, r) - V0
    g = np.sqrt(np.maximum(r ** 2 * (kv[:, None] ** 2 - 2 * V) - L * L, 0.0))
    inside = (g.sum(axis=1) - 0.5 * (g[:, 0] + g[:, -1])) * (x[1] - x[0])
    free = np.sqrt((kv * Rm) ** 2 - L * L) - L * np.arccos(L / (kv * Rm))
    return inside - free


# ---------- signal, transform and predictions --------------------------------
def hann(lo, hi, q=kA):
    inside = (q >= lo) & (q <= hi)
    return np.where(inside, np.sin(np.pi * (q - lo) / (hi - lo)) ** 2, 0.0)


r_axis = np.arange(0.8, 4.0, 0.001)
KERNEL = np.exp(-2j * np.outer(r_axis, kA))
DE_EV = 10.0                                 # raised energy zero
kS = np.sqrt(k ** 2 - 2 * DE_EV / EV) / ANG  # wave number from raised zero
KERNEL_S = np.exp(-2j * np.outer(r_axis, kS))
WEIGHT_S = hann(3, 15, kS) * kS ** 2 * kA / kS   # kA/kS = d(kS)/d(kA)


def peak(signal, window):
    return r_axis[np.argmax(np.abs(KERNEL @ (window * kA ** 2 * signal)))]


def fit_slope(phase, weight, q=kA):
    p = weight / weight.sum()
    dq = q - p @ q
    dphi = phase - p @ phase
    slope = (p @ (dq * dphi)) / (p @ dq ** 2)
    return slope, np.sqrt(p @ (dphi - slope * dq) ** 2)


def study(absorber, neighbour, R_ang):
    R = R_ang / ANG
    Ra = brentq(lambda s: atomic_V(absorber, s) - atomic_V(neighbour, R - s),
                0.25 * R, 0.8 * R)
    V0 = float(atomic_V(absorber, Ra))
    d_abs = phase_shifts(absorber, V0, Ra)
    d_nb = phase_shifts(neighbour, V0, R - Ra)
    t = np.exp(1j * d_nb) * np.sin(d_nb)
    X = k * R
    hl = spherical_jn(ls, X) + 1j * spherical_yn(ls, X)
    dh = spherical_jn(ls, X, True) + 1j * spherical_yn(ls, X, True)
    F = np.sum((2 * ls + 1) * t * (dh ** 2 + ls * (ls + 1) * hl ** 2 / X ** 2),
               axis=0)
    z = -np.exp(2j * d_abs[1]) * F
    f_back = np.sum((2 * ls + 1) * (-1.0) ** ls * t, axis=0) / k
    phi = np.unwrap(np.angle(z * np.exp(-2j * X)))
    phi_plane = np.unwrap(np.angle(-np.exp(2j * d_abs[1]) * f_back))
    W = hann(3, 15)
    weight = W * kA ** 2 * np.abs(z)
    slope, rms = fit_slope(phi, weight)
    p_wave = 2 * semiclassical_delta(absorber, V0, Ra, 1.5, k)
    head_on = 2 * semiclassical_delta(neighbour, V0, R - Ra, 0.0, k)
    return dict(
        R=R_ang, Ra=Ra, V0=V0, d_abs=d_abs, t=t, F=F, phi=phi,
        peak=peak(z.imag, W), predicted=R_ang + slope / 2, rms=rms,
        semi_abs=-fit_slope(p_wave, weight)[0] / 2,
        head_on=-fit_slope(head_on, weight)[0] / 2,
        part_abs=-fit_slope(np.unwrap(2 * d_abs[1]), weight)[0] / 2,
        part_nb=-fit_slope(np.unwrap(np.angle(f_back)), weight)[0] / 2,
        plane=-fit_slope(phi_plane, weight)[0] / 2,
        constant=peak(np.abs(z) * np.sin(2 * X + phi.mean()), W),
        corrected=peak(z.imag * np.exp(-1j * phi_plane), W),
        raised=r_axis[np.argmax(np.abs(KERNEL_S @ (WEIGHT_S * z.imag)))],
        raised_rule=fit_slope(2 * X + phi, WEIGHT_S * np.abs(z), kS)[0] / 2,
        low=peak(z.imag, hann(3, 9)), high=peak(z.imag, hann(9, 15)))


PAIRS = [("Cu", "Cu", 2.50), ("Cu", "O", 2.00),
         ("Si", "Si", 2.40), ("Ge", "Ge", 2.40)]
results = {a + "-" + b: study(a, b, R) for a, b, R in PAIRS}
cu = results["Cu-Cu"]

# ---------- test: phase shifts and the factor exp(2 i delta_1) ---------------
ik = 120
kk, Rm = k[ik], cu["Ra"]


def integrate_wave(l):
    r0 = 1e-4
    sol = solve_ivp(
        lambda r, s: [s[1], (l * (l + 1) / r ** 2 - kk ** 2
                             + 2 * (atomic_V("Cu", r) - cu["V0"])) * s[0]],
        (r0, Rm), [1.0, (l + 1) / r0 - 29 / (l + 1)],
        method="DOP853", rtol=1e-9, atol=1e-12)
    return sol.y[:, -1]


def free_coefficients(l, u, du):
    x = kk * Rm
    j, y = spherical_jn(l, x), spherical_yn(l, x)
    dj = j + x * spherical_jn(l, x, True)
    dy = y + x * spherical_yn(l, x, True)
    return u * dy - du / kk * x * y, du / kk * x * j - u * dj


for l in (0, 1, 2, 3, 5, 8):
    a, b = free_coefficients(l, *integrate_wave(l))
    factor_ode = (a - 1j * b) ** 2 / (a * a + b * b)
    assert abs(factor_ode - np.exp(2j * cu["d_abs"][l, ik])) < 1e-3, l
# a weak shell lam*delta(r-Rm) reflects the wave; the inner intensity changes
u_end, du_end = integrate_wave(1)
a, b = free_coefficients(1, u_end, du_end)
lam = 1e-4
a1, b1 = free_coefficients(1, u_end, du_end + 2 * lam * u_end)
change = (a * a + b * b) / (a1 * a1 + b1 * b1) - 1
xs = kk * Rm
h1 = spherical_jn(1, xs) + 1j * spherical_yn(1, xs)
factor = np.exp(2j * cu["d_abs"][1, ik])
expected = 2 * lam / kk * xs ** 2 * (factor * h1 ** 2).imag
assert abs(change - expected) < 2e-3 * 2 * lam / kk

# ---------- test: polarization-averaged signal from the Green function -------
Rb = cu["R"] / ANG
lv = np.arange(LMAX + 1)


def scattered_green(p, q):
    p, q = p - np.array([0, 0, Rb]), q - np.array([0, 0, Rb])
    rp, rq = np.linalg.norm(p), np.linalg.norm(q)
    hp = spherical_jn(lv, kk * rp) + 1j * spherical_yn(lv, kk * rp)
    hq = spherical_jn(lv, kk * rq) + 1j * spherical_yn(lv, kk * rq)
    cosine = min(1.0, p @ q / (rp * rq))
    return np.sum((2 * lv + 1) * cu["t"][:, ik] * hp * hq
                  * eval_legendre(lv, cosine))


eps = 0.003
mixed = 0
for axis in np.eye(3) * eps:
    mixed += (scattered_green(axis, axis) - scattered_green(axis, -axis)
              - scattered_green(-axis, axis)
              + scattered_green(-axis, -axis)) / (4 * eps ** 2)
assert abs(mixed / kk ** 2 - cu["F"][ik]) < 2e-3 * abs(cu["F"][ik])

# ---------- test: off-centre rays are also sent straight back by Cu ----------
k_ray = 6.0 * ANG


def deflection(L):
    """Deflection angle in degrees from the L derivative of the phase."""
    d = 0.05
    kv = np.array([k_ray])
    up = semiclassical_delta("Cu", cu["V0"], Rm, L + d, kv)[0]
    down = semiclassical_delta("Cu", cu["V0"], Rm, L - d, kv)[0]
    return np.degrees(-2 * (up - down) / (2 * d))


def orbit_deflection(L):
    """The same angle from Newton's equation for the classical orbit."""
    spline = ATOMS["Cu"]

    def motion(time, s):
        r = s[0]
        slope_V = (spline(np.log(r), 1) - spline(np.log(r))) / r ** 2
        return [s[1], L * L / r ** 3 - slope_V, L / r ** 2]

    def leaves(time, s):
        return s[0] - Rm
    leaves.terminal, leaves.direction = True, 1
    orbit = solve_ivp(motion, (0, 50), [Rm, -np.sqrt(k_ray ** 2 - (L / Rm) ** 2),
                                        0.0],
                      events=leaves, method="DOP853", rtol=1e-9, atol=1e-11)
    assert orbit.status == 1
    swept = orbit.y[2, -1] + 2 * np.arcsin(L / (k_ray * Rm))
    return np.degrees(swept - np.pi)


L_values = (2.0, 3.0, 4.0, 6.0)
angles = [deflection(L) for L in L_values]
orbits = [orbit_deflection(L) for L in L_values]

# ---------- print the numbers ------------------------------------------------
print("k range 3 to 15 1/A, weight k^2, Hann window; A = angstrom")
print(f"Zn check, 4s energy: {e_zn[0][3]:.4f} here, {ref[-1]:.4f} pyscf hartree")
print(f"Zn check, 3d energy: {e_zn[2][0]:.4f} here, {ref[-2]:.4f} pyscf hartree")
print(f"Cu-Cu: muffin-tin radius {cu['Ra'] * ANG:.3f} A")
print(f"Cu-Cu: muffin-tin zero {cu['V0']:.4f} hartree")
print("Cu-Cu: k (1/A), phi (rad), inward shift -phi'/2 (A)")
local = -np.gradient(cu["phi"], kA) / 2
for kval in (4, 6, 8, 10, 12, 14):
    i = int(np.argmin(np.abs(kA - kval)))
    print(f"  {kA[i]:5.1f} {cu['phi'][i]:9.3f} {local[i]:8.3f}")
print(f"Cu-Cu: inward shift from arg f(pi): {cu['part_nb']:.3f} A")
print(f"Cu-Cu: head-on ray alone would give: {cu['head_on']:.3f} A")
print(f"Cu-Cu: both atoms, large-kR phase: {cu['plane']:.3f} A")
print(f"Cu-Cu: peak with constant phase: {cu['constant']:.3f} A")
print(f"Cu-Cu: peak from k = 3 to 9 1/A: {cu['low']:.3f} A")
print(f"Cu-Cu: peak from k = 9 to 15 1/A: {cu['high']:.3f} A")
print(f"Cu rays at k = {k_ray / ANG:.1f} 1/A: L (hbar), deflection (degrees), "
      "orbit")
for L, angle, orb in zip(L_values, angles, orbits):
    print(f"  {L:4.1f} {angle:8.1f} {orb:8.1f}")
for name, s in results.items():
    print(f"{name}: R {s['R']:.2f} A, peak {s['peak']:.3f} A, "
          f"inward shift {s['R'] - s['peak']:.3f} A")
    print(f"  slope rule: peak {s['predicted']:.3f} A; "
          f"phase misfit {s['rms']:.3f} rad")
    print(f"  absorber part {s['part_abs']:.3f} A, "
          f"semiclassical p wave {s['semi_abs']:.3f} A")
    print(f"  corrected peak {s['corrected']:.3f} A; "
          f"energy zero {DE_EV:.0f} eV higher: peak {s['raised']:.3f} A")

# ---------- tests of the main claims -----------------------------------------
for angle, orb in zip(angles, orbits):
    assert abs(angle - orb) < 2.0                        # two roads to one angle
assert max(orbits) > 180 > orbits[-1]                    # off-centre return
for name, s in results.items():
    shift = s["R"] - s["peak"]
    assert 0.1 < shift < 0.7, name                       # inward, right size
    assert abs(s["peak"] - s["predicted"]) < 0.03, name  # slope rule
    assert abs(s["constant"] - s["R"]) < 0.02, name      # constant is harmless
    assert abs(s["corrected"] - s["R"]) < 0.05, name     # curved-wave remainder
    assert abs(s["semi_abs"] - s["part_abs"]) < 0.02, name   # faster inside
    assert s["raised"] < s["peak"], name                 # energy zero matters
    assert abs(s["raised"] - s["raised_rule"]) < 0.03, name
print("OK")
```

Output:

```
k range 3 to 15 1/A, weight k^2, Hann window; A = angstrom
Zn check, 4s energy: -0.1854 here, -0.1848 pyscf hartree
Zn check, 3d energy: -0.3481 here, -0.3486 pyscf hartree
Cu-Cu: muffin-tin radius 1.250 A
Cu-Cu: muffin-tin zero -0.3806 hartree
Cu-Cu: k (1/A), phi (rad), inward shift -phi'/2 (A)
    4.0     1.459   -0.200
    6.0     0.702    0.255
    8.0    -0.295    0.249
   10.0    -1.252    0.237
   12.0    -2.186    0.226
   14.0    -3.081    0.215
Cu-Cu: inward shift from arg f(pi): 0.015 A
Cu-Cu: head-on ray alone would give: 0.237 A
Cu-Cu: both atoms, large-kR phase: 0.195 A
Cu-Cu: peak with constant phase: 2.500 A
Cu-Cu: peak from k = 3 to 9 1/A: 2.256 A
Cu-Cu: peak from k = 9 to 15 1/A: 2.272 A
Cu rays at k = 6.0 1/A: L (hbar), deflection (degrees), orbit
   2.0    276.1    276.1
   3.0    269.6    269.8
   4.0     59.9     59.9
   6.0     11.1     11.2
Cu-Cu: R 2.50 A, peak 2.260 A, inward shift 0.240 A
  slope rule: peak 2.260 A; phase misfit 0.023 rad
  absorber part 0.179 A, semiclassical p wave 0.178 A
  corrected peak 2.456 A; energy zero 10 eV higher: peak 2.222 A
Cu-O: R 2.00 A, peak 1.708 A, inward shift 0.292 A
  slope rule: peak 1.708 A; phase misfit 0.099 rad
  absorber part 0.185 A, semiclassical p wave 0.183 A
  corrected peak 1.979 A; energy zero 10 eV higher: peak 1.677 A
Si-Si: R 2.40 A, peak 2.162 A, inward shift 0.238 A
  slope rule: peak 2.162 A; phase misfit 0.083 rad
  absorber part 0.127 A, semiclassical p wave 0.125 A
  corrected peak 2.375 A; energy zero 10 eV higher: peak 2.123 A
Ge-Ge: R 2.40 A, peak 2.153 A, inward shift 0.247 A
  slope rule: peak 2.153 A; phase misfit 0.041 rad
  absorber part 0.187 A, semiclassical p wave 0.185 A
  corrected peak 2.351 A; energy zero 10 eV higher: peak 2.117 A
OK
```
